# Step-like Joint Density of States in Tunnelling Between Electron and Hole Sheets, part 2

Electrons tunnel between parallel conduction and valence sheets of area $A$. In atomic units the electron energies are $E_c=E_C+k^2/(2m_e)$ and $E_v=E_V-k^2/(2m_h)$. With overlap $\Delta=E_V-E_C$ and $1/m_r=1/m_e+1/m_h$, their difference is $D_k=E_c-E_v=k^2/(2m_r)-\Delta$. The joint density of states per unit area, with both spins, is

$$
J(\Delta)=2\int\frac{d^2k}{(2\pi)^2}\,\delta(D_k). \tag{6}
$$

Setting $x=k^2/(2m_r)$ gives a step, where $\theta$ is zero for negative and one for positive argument:

$$
J(\Delta)=\frac1\pi\int_0^\infty k\,dk\,\delta(D_k)
=\frac{m_r}{\pi}\int_0^\infty dx\,\delta(x-\Delta)
=J_0\,\theta(\Delta),\qquad J_0=\frac{m_r}{\pi}. \tag{7}
$$

The bands cross at momentum $k_0$ and energy $E^*$:

$$
k_0=\sqrt{2m_r\Delta},\qquad
E^*=E_C+\frac{k_0^2}{2m_e}=E_C+\frac{m_r}{m_e}\Delta . \tag{8}
$$

An amplitude $T(\mathbf s)$ that depends only on the displacement $\mathbf s=\mathbf r-\mathbf r'$, from $\mathbf r'$ in the valence sheet to $\mathbf r$ in the conduction sheet, conserves in-plane momentum:

$$
M_{\mathbf k'\mathbf k}=
\left[\int d^2s\,T(\mathbf s)e^{-i\mathbf k'\cdot\mathbf s}\right]
\left[\frac1A\int d^2r'\,e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf r'}\right]
=M_{\mathbf k}\,\delta_{\mathbf k'\mathbf k}. \tag{12}
$$

Local tunnelling makes $M_{\mathbf k}$ a constant $M$. Each momentum and spin then gives an independent pair of levels, with occupations $n_c,n_v$ and coherence $p$. White noise in the level separation can cause the decay at rate $\gamma$:

$$
\dot p=-i(E_c-E_v)p-iM(n_v-n_c)-\gamma p . \tag{16}
$$

For $M^2\ll\gamma^2$,

$$
\dot n_c=W_k(n_v-n_c),\qquad
W_k=\frac{2M^2\gamma}{D_k^2+\gamma^2}. \tag{19}
$$

In the sharp limit, $\gamma\to0$ with $M/\gamma$ still small,

$$
W_k\to2\pi M^2\delta(D_k). \tag{21}
$$

The example has $m_e=0.05$, $m_h=0.20$ and $m_r=0.040$ in free-electron masses, $M=0.0001$ eV, $\gamma=0.005$ eV, and

$$
J_0=0.001671\ \text{eV}^{-1}\text{Å}^{-2}. \tag{9}
$$

For numerical work in eV and Å, twice the free-electron mass corresponds to $\beta=0.2625$ eV$^{-1}$Å$^{-2}$, so $2m_r$ becomes $0.2625\times0.040$.

### The broadened step

Let contacts keep the valence states full and the conduction states empty. They must replace the transferred electrons much faster than $W_k$. Any loss of coherence caused by the contacts is included in $\gamma$. The transfer rate per unit area is then

$$
R=2\int\frac{d^2k}{(2\pi)^2}W_k
=\frac{m_r}{\pi}\int_0^\infty dx\,
\frac{2M^2\gamma}{(x-\Delta)^2+\gamma^2}, \tag{22}
$$

with the same substitution $x=k^2/(2m_r)$ as in (7). An antiderivative of $\gamma/[(x-\Delta)^2+\gamma^2]$ is $\arctan[(x-\Delta)/\gamma]$. It equals $\pi/2$ at the upper limit and $-\arctan(\Delta/\gamma)$ at the lower one. Therefore

$$
R=2m_rM^2\left[\frac12+\frac1\pi\arctan\frac{\Delta}{\gamma}\right]. \tag{23}
$$

For $\gamma\to0$ the bracket becomes $\theta(\Delta)$, and $R=2m_rM^2\theta(\Delta)=2\pi M^2J(\Delta)$. At finite $\gamma$ the bracket is one half at alignment. It equals one quarter at $\Delta=-\gamma$ and three quarters at $\Delta=\gamma$, so the middle half of the rise occupies a width $2\gamma$, here $0.010$ eV. The fractions of the plateau at five overlaps are:

| $\Delta$ (eV) | $R/(2m_rM^2)$ |
|---:|---:|
| $-0.050$ | 0.032 |
| $-0.005$ | 0.250 |
| $0.000$ | 0.500 |
| $0.005$ | 0.750 |
| $0.050$ | 0.968 |

The plateau itself, with $\hbar$ restored, is

$$
R_0=\frac{2\pi M^2J_0}{\hbar}
=\frac{2\pi(0.0001\ \text{eV})^2(0.001671\ \text{eV}^{-1}\text{Å}^{-2})}{\hbar}
=1.60\times10^5\ \text{s}^{-1}\text{Å}^{-2}. \tag{24}
$$

Multiplication by the elementary charge gives a current density of 256 A cm$^{-2}$. It scales as $M^2$, so this number reflects the chosen coupling.

A sharp joint density of states does not by itself make a sharp switch. Well below alignment, $\arctan(\Delta/\gamma)\approx-\pi/2+\gamma/|\Delta|$, and the bracket in (23) becomes $\gamma/(\pi|\Delta|)$. In this model a tenfold reduction of the residual current needs a tenfold increase of $|\Delta|$. The slow tail comes from the Lorentzian in (19), which follows from the exponential loss of coherence in (16). If white noise causes the loss, it can supply the missing energy $D_k$. If the contacts cause it, the finite lifetime of the states spreads their energies. The same tail then follows only if the valence contact is full and the conduction contact empty at all energies that matter, including those between the two levels. Contacts with a common Fermi level in the gap carry no net current, even though the valence states are then nearly full and the conduction states nearly empty. The tail is a property of this model and should not be taken as a general law for transistors.

The sum over momenta was replaced by an integral. That requires many pairs within the broadening, or $AJ_0\gamma\gg1$. In the example the area must greatly exceed $1/(0.001671\times0.005)\approx1.2\times10^5$ Å$^2$. This is necessary but not sufficient. In a periodic box the pairs bunch into shells, and above alignment the side must also exceed the length $2\Delta/(\gamma k_0)$, about $870$ Å at $\Delta=0.050$ eV.

### Occupations

In the sharp limit the transfers occur at the energy $E^*$ of (8). Let the valence and conduction sheets have occupations $f_v(E)$ and $f_c(E)$. Equation (19) then gives

$$
R=2m_rM^2\,\theta(\Delta)\,\bigl[f_v(E^*)-f_c(E^*)\bigr]. \tag{25}
$$

At the onset $E^*$ coincides with both band edges. The current jumps there if the two occupations differ at that energy. Above the onset it can still vary, because $E^*$ moves with $\Delta$. If the sheets share one Fermi distribution, the bracket vanishes and no net current flows, although $J$ retains its step.

The broadened formula (23) must not be extended to thermal equilibrium by inserting Fermi occupations. For $D_k\ne0$ the two levels of a pair have different energies, and hence different occupations even at a common Fermi level. Equation (19) would then predict a net transfer. The cause is the equal forward and backward coefficients: the assumed noise gives and takes energy with equal ease, which a thermal environment at finite temperature does not do. With full valence and empty conduction states, (23) is the result of the stated noise model.

In a transistor the gate voltage controls $\Delta$ through the electrostatics of the sheets. Let a small voltage change $dV$ change the overlap by $\alpha\,dV$. For full valence and empty conduction states, the slope of the current with voltage is $\alpha$ times its slope with $\Delta$. With partly filled states the current also depends on where $E^*$ lies relative to the Fermi levels, so it matters which band edge the gate moves. The charge in the sheets can make $\alpha$ depend on voltage, so a step in $\Delta$ need not keep its broadened shape when plotted against voltage.

### Displaced extrema and anisotropic masses

Let the conduction minimum lie at momentum $\mathbf Q$ relative to the valence maximum, as after a small relative rotation of two layers whose band extrema lie away from zero momentum. One valley and one $\mathbf Q$ are treated here. In rotated crystals momentum is conserved only up to reciprocal lattice vectors. For hexagonal layers with extrema at the zone corners, a state couples through three vectors $\mathbf Q$ of equal length, and each valley and each $\mathbf Q$ adds its own term to the rate. Let the masses differ along two axes $i=x,y$ common to both sheets. The energy difference is

$$
D_{\mathbf k}=\sum_i\left[\frac{(k_i-Q_i)^2}{2m_{e,i}}
+\frac{k_i^2}{2m_{h,i}}\right]-\Delta. \tag{26}
$$

Define $m_{r,i}$ by $1/m_{r,i}=1/m_{e,i}+1/m_{h,i}$. Completing the square in one bracket, with the index suppressed, gives

$$
\frac{(k-Q)^2}{2m_e}+\frac{k^2}{2m_h}
=\frac{(k-m_rQ/m_e)^2}{2m_r}
+\frac{Q^2}{2m_e}\left(1-\frac{m_r}{m_e}\right). \tag{27}
$$

Since $m_r/m_e=m_h/(m_e+m_h)$, the last parenthesis is $m_e/(m_e+m_h)$. The smallest overlap that permits a crossing is therefore

$$
\Delta_Q=\sum_i\frac{Q_i^2}{2(m_{e,i}+m_{h,i})}. \tag{28}
$$

To find the height, set $k_i-m_{r,i}Q_i/m_{e,i}=\sqrt{2m_{r,i}}\,u_i$. The energy difference becomes $u^2-(\Delta-\Delta_Q)$, and $d^2k=2\sqrt{m_{r,x}m_{r,y}}\,d^2u$. With $d^2u=2\pi u\,du=\pi\,d(u^2)$,

$$
J(\Delta)=\frac{2}{(2\pi)^2}\,2\pi\sqrt{m_{r,x}m_{r,y}}\;
\theta(\Delta-\Delta_Q)
=\frac{\sqrt{m_{r,x}m_{r,y}}}{\pi}\,\theta(\Delta-\Delta_Q). \tag{29}
$$

A displacement delays the onset and leaves the height unchanged. For the isotropic masses of the example and $Q=0.020$ Å$^{-1}$, the delay is $0.020^2/(0.2625\times0.25)=0.0061$ eV.

For an anisotropic case take electron masses $0.05$ and $0.10$, hole masses $0.20$ and $0.30$, and $\mathbf Q=(0.016,0.012)$ Å$^{-1}$. The delay is

$$
\Delta_Q=\frac1{0.2625}\left(\frac{0.016^2}{0.25}+\frac{0.012^2}{0.40}\right)
=0.0053\ \text{eV}. \tag{30}
$$

The reduced masses are $0.040$ and $0.075$. The height is $\sqrt{0.040\times0.075}/0.040$ times that in (9), or $0.00229$ eV$^{-1}$Å$^{-2}$.

In these cases the energy generally varies along the crossing curve. The occupation difference in (25) must then be averaged over that curve, with each element of its length weighted by $1/|\nabla_{\mathbf k}D_{\mathbf k}|$, as the delta function in (6) requires. A step in the current also requires a nonzero coupling at the point where the curve first appears.

### Bands that are not parabolic

The height at the onset depends on the curvature of the bands at their edges. Farther from the edges the plateau can tilt. Consider aligned bands on a square lattice of spacing $a$, with energy difference

$$
D_{\mathbf k}=\frac{2-\cos k_xa-\cos k_ya}{m_ra^2}-\Delta . \tag{31}
$$

Expansion of the cosines to fourth order gives

$$
D_{\mathbf k}=\frac{k^2}{2m_r}-\frac{a^2(k_x^4+k_y^4)}{24m_r}-\Delta+\dots \tag{32}
$$

In polar coordinates $k_x^4+k_y^4=k^4g(\varphi)$, where $g=\cos^4\varphi+\sin^4\varphi$ has the angular average $3/4$. On the crossing curve $D_{\mathbf k}=0$. Replacing $k^4$ in the small term by its leading value $(2m_r\Delta)^2$ gives

$$
k^2=2m_r\Delta+\frac{a^2m_r^2\Delta^2}{3}\,g(\varphi)+\dots \tag{33}
$$

The area inside the curve is $\frac12\int k^2d\varphi$, or $\pi$ times the angular average of $k^2$. With spin, the number of states inside per unit area of the sheet is

$$
N(\Delta)=\frac{2\pi}{(2\pi)^2}
\left(2m_r\Delta+\frac{a^2m_r^2\Delta^2}{4}\right)+\dots \tag{34}
$$

Raising $\Delta$ adds the states at which $D_{\mathbf k}$ passes through zero, so $J=dN/d\Delta$:

$$
J(\Delta)=\frac{m_r}{\pi}\left(1+\frac{m_ra^2\Delta}{4}+\dots\right),
\qquad \Delta>0. \tag{35}
$$

The expansion holds for $m_ra^2\Delta\ll1$. With $a=5.0$ Å and $\Delta=0.05$ eV, the correction is $0.2625\times0.040\times25\times0.05/8=0.0016$ relative to the edge height. At $0.50$ eV it is $0.0164$. Numerical integration of the area for the full cosine bands, followed by a finite difference in $\Delta$, gives $0.01675$ at this larger overlap. The full bands contain the higher orders omitted in (35). The tilt is small because, with these parameters, the pair separation in (31) spans $4/(m_ra^2)\approx30$ eV. A light band in a narrow-gap semiconductor bends over on the scale of the gap instead. If the conduction band obeys $E(1+\nu E)=k^2/(2m_e)$ with $\nu=1.2$ eV$^{-1}$, as for a gap near $0.75$ eV, the plateau has risen by about $0.075$ at $\Delta=0.05$ eV.

### A coupling that vanishes at the band edge

The current depends on the coupling at the crossing as well as on the number of crossings. With the momentum-dependent coupling of (12), $M^2$ in (21) becomes $|M_{\mathbf k}|^2$. If this tends to a nonzero constant at $k=0$, the onset remains a step.

Symmetry can make it vanish. Suppose that the orbitals of the two sheets differ by one unit of angular momentum about the normal, so that $T(\mathbf s)=t(s)e^{i\varphi}$, where $\varphi$ is the angle of $\mathbf s$. At $k=0$ the angular integral in (12) is zero. To first order in $k$, with $\varphi_k$ the angle of $\mathbf k$,

$$
M_{\mathbf k}=-ik\int_0^\infty ds\,s^2t(s)
\int_0^{2\pi}d\varphi\,e^{i\varphi}\cos(\varphi-\varphi_k)
=-i\pi k\,e^{i\varphi_k}\int_0^\infty ds\,s^2t(s). \tag{36}
$$

Thus $|M_{\mathbf k}|^2=\lambda^2k^2$ near the edge. Inserting $k^2=2m_rx$ into the integral for the joint density of states gives

$$
2\int\frac{d^2k}{(2\pi)^2}\lambda^2k^2\delta(D_k)
=\lambda^2\,2m_r\Delta\,\frac{m_r}{\pi}\,\theta(\Delta). \tag{37}
$$

In the sharp limit the current now starts as a ramp, although $J$ is still a step. At finite $\gamma$ the extra factor $x$ makes the integrand of (22) fall only as $1/x$, so the integral grows logarithmically until it is cut off. The cutoff is set by the width of the bands or by the decay of $M_{\mathbf k}$ at momenta above the inverse range of $t(s)$, whichever comes first, and the broadened ramp depends on it. Divided by $\lambda^2$, the weighted density is $4.39\times10^{-7}$ eV$^{-1}$Å$^{-4}$ at $0.025$ eV and twice as large at $0.050$ eV.

### Loss of momentum conservation

Let the local coupling vary along the sheets as $M(\mathbf r)=M+\delta M(\mathbf r)$. Take the random part to be real, with zero mean and correlation $\langle\delta M(\mathbf r)\delta M(\mathbf r')\rangle=w\,\delta(\mathbf r-\mathbf r')$. This form assumes a correlation length much shorter than the wavelengths involved. The matrix element of the random part is its Fourier component divided by $A$, with the mean square

$$
\frac1{A^2}\int d^2r\,d^2r'\,
e^{-i(\mathbf k'-\mathbf k)\cdot(\mathbf r-\mathbf r')}\,
w\,\delta(\mathbf r-\mathbf r')=\frac wA. \tag{38}
$$

It is the same for all pairs of momenta. To second order in the coupling, the mean rates from the uniform and random parts add, because their cross term averages to zero. The random part contributes $2\pi wJ_{\rm nc}$, with

$$
J_{\rm nc}=2\int\frac{d^2k\,d^2k'}{(2\pi)^4}\,
\delta\!\left(\frac{k'^2}{2m_e}+\frac{k^2}{2m_h}-\Delta\right). \tag{39}
$$

Each momentum integral has a flat energy measure, $m_e/(2\pi)$ for the electron and $m_h/(2\pi)$ for the hole. The two kinetic energies must add to $\Delta$, so one of them can take any value from zero to $\Delta$:

$$
J_{\rm nc}=2\,\frac{m_e}{2\pi}\,\frac{m_h}{2\pi}\int_0^\Delta dx
=\frac{m_em_h}{2\pi^2}\,\Delta,\qquad \Delta>0. \tag{40}
$$

Momentum conservation removes this free division of the energy, and with it the linear growth. For the example $J_{\rm nc}$ is $2.18\times10^{-7}$ eV$^{-1}$Å$^{-4}$ at $0.025$ eV and $4.36\times10^{-7}$ eV$^{-1}$Å$^{-4}$ at $0.050$ eV.

With both parts present, the sharp-limit rate for full valence and empty conduction states is

$$
R=2\pi\left(M^2\frac{m_r}{\pi}+w\frac{m_em_h}{2\pi^2}\Delta\right)\theta(\Delta). \tag{41}
$$

The uniform part supplies the jump and the random part the slope. Using $m_em_h=m_r(m_e+m_h)$, the two contributions are equal at $\Delta=2\pi M^2/[w(m_e+m_h)]$. With the Lorentzian broadening of (19), the slope $dR/d\Delta$ has a peak near the onset only if this overlap exceeds $\gamma$, and the jump stands out clearly when it is several times $\gamma$. Broadening also carries part of the ramp down to the onset, by an amount that grows logarithmically with the energy at which the ramp is cut off. If the mean coupling vanishes, the ramp remains alone.

All numerical values are calculated from the stated model.
